\section*{Thermal Wandering of a Surface Step Pinned at Two Points, part 2}

A step on a crystal surface is pinned at two points a distance $L$ apart. How far does it wander at its midpoint in thermal equilibrium? Here $y$ runs along the line between the pins, $x(y)$ is the displacement at right angles to it within the surface, and $x'=dx/dy$. Averages $\langle\cdot\rangle$ are thermal, at temperature $T$, and $k$ is the Boltzmann constant. The free energy per length along $y$ at slope $p=x'$ is $f(p)$, and $s=f''(0)$ is the stiffness. For small slopes, averaged over many kinks, the energy is
\begin{equation}
E[x]=\frac{s}{2}\int_0^L x'^2\,dy,\qquad x(0)=x(L)=0 .
\label{eq:E}
\end{equation}

\paragraph{Theorem.} Let $s$ be positive and uniform, let no other step be near enough to matter, and let the step exchange atoms freely with the terraces, so that its swept area is not constrained. Then, for $0\le y\le y'\le L$ (here $y'$ is a second position),
\begin{equation}
\langle x(y)x(y')\rangle=\frac{kT}{s}\,G(y,y'),\qquad G(y,y')=\frac{y(L-y')}{L},
\label{eq:cov}
\end{equation}
with $G(y',y)=G(y,y')$. In particular, $\langle x(L/2)^2\rangle=kTL/(4s)$, the continuum or isolated-step formula. The first sine mode, a single bow between the pins, carries 81% of this variance.

\paragraph{Lemma 3 (decoupling).} Let $t(y)$ rise linearly from 0 at $y=0$ to 1 at $y=L/2$ and fall linearly to 0 at $y=L$. Write $x(y)=u\,t(y)+r(y)$ with $u=x(L/2)$. Then
\begin{equation}
E[x]=\frac{2s}{L}u^2+\frac{s}{2}\int_0^L r'^2\,dy .
\end{equation}

The example is a step on Si(111) with $T=1173$ K, $kT=0.1011$ eV, $s=0.30$ eV/nm (a rough typical value) and $L=200$ nm. Then $kT/s=0.337$ nm and the midpoint variance is 16.85 nm$^2$. In the quadratic model its rms slope over one lattice spacing is 0.94, which is not small, so the formula has to be tested on a step made of discrete kinks. Percentage changes below are relative to the continuum result with the same $s$ and $T$, unless stated otherwise.

\subsection{A step made of kinks}

Divide the step into $N$ columns of width $a$, so that $L=Na$. Between neighbouring columns the step jumps by $n_i b$, where $n_i$ is any integer and $b$ is the kink depth. Let a jump cost the energy $\varepsilon|n_i|$, independently of the others. Its weight is $q^{|n_i|}$ with $q=e^{-\varepsilon/kT}$. The pins require $\sum_i n_i=0$.

\paragraph{Lemma 4 (kink statistics).} For one free jump let $K(\mu)=\ln\langle e^{\mu n}\rangle$. Then
\begin{equation}
K(\mu)=-\ln\left[1-\kappa_2(\cosh\mu-1)\right],\qquad \kappa_2=\langle n^2\rangle=\frac{2q}{(1-q)^2}.
\label{eq:K}
\end{equation}
The fourth cumulant is $\kappa_4=\kappa_2+3\kappa_2^2$, and the excess kurtosis is $\kappa=\kappa_4/\kappa_2^2=3+1/\kappa_2$.

\paragraph{Proof.} Let $|\mu|$ be small enough for convergence. The geometric sums over $n\ge0$ and $n<0$ give
\begin{equation}
\sum_n q^{|n|}e^{\mu n}=\frac{1}{1-qe^{\mu}}+\frac{qe^{-\mu}}{1-qe^{-\mu}}
=\frac{1-q^2}{(1-q)^2-2q(\cosh\mu-1)} .
\end{equation}
Division by the value at $\mu=0$, which is $(1-q^2)/(1-q)^2$, gives the first formula in (\ref{eq:K}). With $\cosh\mu-1=\mu^2/2+\mu^4/24+\dots$ and $-\ln(1-z)=z+z^2/2+\dots$,
\begin{equation}
K(\mu)=\frac{\kappa_2\mu^2}{2}+\left(\kappa_2+3\kappa_2^2\right)\frac{\mu^4}{24}+\dots
\end{equation}
The coefficients of $\mu^2/2$ and $\mu^4/24$ are the second and fourth cumulants. $\square$

\paragraph{Lemma 5 (stiffness of the kinked step).} In this model
\begin{equation}
s=\frac{kT\,a}{b^2\kappa_2}.
\label{eq:skink}
\end{equation}

\paragraph{Proof.} Tilt a long step so that its mean jump is $\bar n$. Replace the probability $P(n)$ by $P(n)e^{\mu n-K(\mu)}$, choosing $\mu$ so that the new mean $K'(\mu)$ equals $\bar n$. The original probability of the sum $N\bar n$ is $e^{N[K(\mu)-\mu\bar n]}$ times its probability under the new weights. The latter falls as a power of $N$, since the sum is then at its mean, and adds nothing to the free energy per column as $N\to\infty$. Hence
\begin{equation}
f(p)-f(0)=\frac{kT}{a}\left[\mu\bar n-K(\mu)\right],\qquad p=\frac{b\bar n}{a}.
\end{equation}
For small $\mu$, $\bar n=\kappa_2\mu$ and $K=\kappa_2\mu^2/2$. The bracket becomes $\bar n^2/(2\kappa_2)=a^2p^2/(2b^2\kappa_2)$. Comparison with $\tfrac12sp^2$ gives (\ref{eq:skink}). $\square$

\paragraph{Proposition 1 (midpoint of the kinked step).} For even $N$, as $N\to\infty$ at fixed $q$,
\begin{equation}
\langle x(L/2)^2\rangle=\frac{kTL}{4s}\left[1-\frac{\kappa}{2N}+O(N^{-2})\right].
\label{eq:lattice}
\end{equation}

\paragraph{Proof.} Let $v=\langle n_1^2\rangle$ and $c_{12}=\langle n_1n_2\rangle$ under the condition $\sum n_i=0$. All jumps are equivalent, so multiplying the condition by $n_1$ and averaging gives $v+(N-1)c_{12}=0$. The first $m$ jumps then have
\begin{equation}
\Big\langle\Big(\sum_{i\le m}n_i\Big)^2\Big\rangle=mv+m(m-1)c_{12}=\frac{m(N-m)}{N-1}\,v .
\label{eq:exch}
\end{equation}
To find $v$, let $\chi(\phi)=\langle e^{i\phi n}\rangle$ for a free jump. The integral of $e^{i\phi\sum n_i}$ over $-\pi<\phi<\pi$ selects $\sum n_i=0$, and two derivatives of $\chi$ supply $-n_1^2$. Thus
\begin{equation}
v=\frac{\int_{-\pi}^{\pi}(-\chi''/\chi)\,\chi^N d\phi}{\int_{-\pi}^{\pi}\chi^N d\phi}.
\end{equation}
From (\ref{eq:K}), $\chi=1/[1+\kappa_2(1-\cos\phi)]$, which is largest at $\phi=0$. For large $N$ small $\phi$ dominates, where $\ln\chi=-\kappa_2\phi^2/2+\kappa_4\phi^4/24+\dots$. Since $\chi''/\chi=(\ln\chi)''+[(\ln\chi)']^2$,
\begin{equation}
-\frac{\chi''}{\chi}=\kappa_2-\left(\frac{\kappa_4}{2}+\kappa_2^2\right)\phi^2+O(\phi^4).
\end{equation}
The weight $\chi^N$ is Gaussian to leading order, with $\langle\phi^2\rangle=1/(N\kappa_2)$. Therefore
\begin{equation}
v=\kappa_2\left[1-\frac1N\left(1+\frac{\kappa}{2}\right)+O(N^{-2})\right].
\end{equation}
At $m=N/2$ the prefactor in (\ref{eq:exch}) is $N^2/[4(N-1)]=(N/4)[1+1/N+\dots]$. The two terms $\pm1/N$ cancel, leaving $(N\kappa_2/4)[1-\kappa/(2N)]$. Multiplication by $b^2$, with $b^2\kappa_2=kTa/s$ and $Na=L$, gives (\ref{eq:lattice}). $\square$

The continuum law thus survives large atomic slopes in this model, provided that $s$ is the free-energy stiffness. The atomic details enter the leading result through $s$ alone. The relative correction is the same at every column, even next to a pin, because the jump distribution enters (\ref{eq:exch}) only through the common factor $v$.

For the silicon example take $a=0.384$ nm and $b=0.3326$ nm. Equation (\ref{eq:skink}) requires $\kappa_2=0.337\times0.384/0.3326^2=1.17$. Solving $\kappa_2(1-q)^2=2q$ for the root below one,
\begin{equation}
q=\frac{1+\kappa_2-\sqrt{1+2\kappa_2}}{\kappa_2}=0.293,\qquad \varepsilon=-kT\ln q=0.124\ \mathrm{eV}.
\end{equation}
The kurtosis is $\kappa=3.855$. For $N=520$ the predicted correction is $-3.855/1040=-0.371\%$, and the explicit sum over all closed kink sequences gives $-0.370\%$. For a step of 10 columns, 3.84 nm long, the explicit sum gives $-17.8\%$, while the leading term gives $-19.3\%$. The continuum formula is then a rough estimate.

\subsection{Temperature}

The factor $T$ in $kTL/(4s)$ does not contain the whole temperature dependence, because $s$ is a free energy. In the kink model, at fixed $\varepsilon$ and $L$, heating raises $q$ and so $\kappa_2$, and the leading variance $b^2\kappa_2L/(4a)$ follows. From 1173 to 1273 K the stiffness falls from 0.300 to 0.271 eV/nm and the variance rises from 16.8 to 20.2 nm$^2$, by 20\%. At fixed stiffness it would rise by 8.5\%. At 1073 K the model gives 13.8 nm$^2$, but a real Si(111) surface is reconstructed at that temperature, and its stiffness need not follow this trend. When $kT\ll\varepsilon$, $\kappa_2\approx2e^{-\varepsilon/kT}$: kinks become rare, the stiffness diverges and the step straightens. Then $\kappa\approx1/\kappa_2$, so (\ref{eq:lattice}) requires $N\kappa_2\gg1$, that is, many kinks between the pins.

\subsection{A step that keeps its area}

If atoms can move along the step edge between the pins, but can neither leave it for the terraces nor pass the pins, the swept area $S=\int_0^Lx\,dy$ is conserved. Let $S=0$.

\paragraph{Proposition 2.} With $S=0$ and the other assumptions unchanged,
\begin{equation}
\langle x(L/2)^2\rangle_{S=0}=\frac{kTL}{16s}.
\label{eq:area}
\end{equation}

\paragraph{Proof.} As a function of $y$, $G(y,y')$ is a triangle of base $L$ and height $y'(L-y')/L$, so its integral is $y'(L-y')/2$. Hence, without the constraint,
\begin{align}
\langle x(L/2)\,S\rangle&=\frac{kT}{s}\,\frac12\left(\frac L2\right)^2=\frac{kT}{s}\frac{L^2}{8},\\
\langle S^2\rangle&=\frac{kT}{s}\int_0^L\frac{y'(L-y')}{2}\,dy'=\frac{kT}{s}\frac{L^3}{12}.
\end{align}
Write $x(L/2)=\alpha S+R$ with $\alpha=\langle x(L/2)S\rangle/\langle S^2\rangle$. Then $\langle RS\rangle=0$. Both variables are linear in the Gaussian amplitudes, so zero correlation means independence, and fixing $S=0$ leaves $R$ unaffected. Its variance is
\begin{equation}
\langle R^2\rangle=\frac{kTL}{4s}-\frac{\langle x(L/2)S\rangle^2}{\langle S^2\rangle}
=\frac{kTL}{s}\left(\frac14-\frac{12}{64}\right)=\frac{kTL}{16s}.\qquad\square
\end{equation}

The constraint suppresses the single bow, which carried most of the variance. In the example 4.2 nm$^2$ remain, with an rms displacement of 2.1 nm. The factor of four belongs to the midpoint; the constrained profile is no longer proportional to $y(L-y)$. If a stiffness is inferred from a measured midpoint variance by $s=kTL/(4\langle x^2\rangle)$ while the area is in fact conserved, the result is four times too large.

\subsection{Neighbouring steps}

Let straight, rigid steps lie at $x=\pm w$, and let two steps at distance $d$ repel with energy $A/d^2$ per length. The step then feels the potential per length
\begin{equation}
U(x)=\frac{A}{(w-x)^2}+\frac{A}{(w+x)^2}
=\frac{2A}{w^2}\left(1+\frac{3x^2}{w^2}+\frac{5x^4}{w^4}+\dots\right).
\label{eq:U}
\end{equation}
The odd powers cancel. The quadratic term is $\tfrac12cx^2$ with $c=12A/w^4$.

\paragraph{Proposition 3.} With $U$ kept to second order and $\xi=\sqrt{s/c}$,
\begin{equation}
\langle x(L/2)^2\rangle=\frac{kT\xi}{2s}\tanh\frac{L}{2\xi}.
\label{eq:tanh}
\end{equation}

\paragraph{Proof.} Hold the midpoint at $u$. The energy $\tfrac12\int(sx'^2+cx^2)dy$ is least for $x''=x/\xi^2$. On the first half this gives $\bar x=u\sinh(y/\xi)/\sinh(L/2\xi)$, with its mirror image on the second. Write $x=\bar x+r$ with $r=0$ at the pins and the midpoint. Integration by parts on each half turns the cross term into $s[\bar x'r]-\int r(s\bar x''-c\bar x)dy=0$, so $r$ decouples from $u$ as in Lemma 3. Likewise, the energy of $\bar x$ on the first half is
\begin{equation}
\frac s2\left[\bar x\bar x'\right]_0^{L/2}=\frac{su^2}{2\xi}\coth\frac{L}{2\xi}.
\end{equation}
Both halves together form a spring of constant $(2s/\xi)\coth(L/2\xi)$. Dividing $kT$ by it gives (\ref{eq:tanh}). $\square$

For $\xi\gg L$, $\tanh z\approx z-z^3/3$ gives $kTL/(4s)$ times $1-L^2/(12\xi^2)=1-AL^2/(sw^4)$. For $\xi\ll L$ the variance in (\ref{eq:tanh}) saturates at $kT\xi/(2s)=w^2kT/(4\sqrt{3As})$, and the distance between the pins no longer matters. The rms displacement is then a fixed fraction of $w$. For the values of $s$, $T$ and $A$ used below this fraction is 0.35, so the higher terms of $U$ are not negligible and (\ref{eq:tanh}) overestimates the variance.

When the step wanders over a sizable part of $w$, the full $U$ and the ban on crossing are needed. Let $W(x,y)$ be the total weight of step shapes from the first pin to $(x,y)$. Over a short length $dy$ the displacement gains a Gaussian increment of variance $kT\,dy/s$, and the potential contributes the factor $1-U\,dy/kT$. To first order in $dy$,
\begin{equation}
\frac{\partial W}{\partial y}=\frac{kT}{2s}\frac{\partial^2W}{\partial x^2}-\frac{U}{kT}W,\qquad W(\pm w,y)=0 .
\label{eq:transfer}
\end{equation}
By symmetry the second half has the same weight, so the midpoint distribution is proportional to $W(x,L/2)^2$. Without neighbours $W$ is a Gaussian of variance $kTL/(2s)$. Squaring halves this, and the theorem is recovered.

With the rough value $A=0.05$ eV nm and $w=30$ nm, $\xi=636$ nm and (\ref{eq:tanh}) gives 16.71 nm$^2$. Numerical solution of (\ref{eq:transfer}) gives 16.68 nm$^2$, a change of $-1.0\%$. At $w=10$ nm it gives 7.1 nm$^2$, a change of $-58\%$. The ban on crossing alone, with $A=0$, gives 12.0 nm$^2$, or $-29\%$. The isolated-step formula thus needs both $w^4\gg AL^2/s$ and $w$ several times the rms displacement.

\subsection{The model beside a real surface}

At 1173 K a clean Si(111) surface is in its unreconstructed high-temperature state. A stiffness of a few tenths of an eV/nm is a rough typical size there, and the variance inherits its uncertainty through $1/s$. With a step height of roughly 0.3 nm, terraces of 30 and 10 nm correspond to miscuts of roughly half a degree and two degrees. On the first surface the correction to the isolated-step formula is small compared with the uncertainty of $s$; on the second it is not. Real neighbours also wander, and terrace widths spread by roughly a third of their mean, so the rigid-neighbour numbers are estimates of size. The change of $-1.0\%$ assumes both neighbours at exactly 30 nm. With the same mean spacing but unequal terraces the reduction is larger, about 3\% for neighbours at 20 and 40 nm and about 10\% for neighbours at 15 and 45 nm. The kink model is a simple stand-in for the real step edge. Terraces much narrower than 10 nm confine the step more strongly than any other effect, since the variance then scales as $w^2$. For the spacings evaluated here, conserved area moves the result furthest, by a factor of four, and it applies only if, during the observation, the step between the pins exchanges atoms neither with the terraces nor with the rest of the step beyond the pins. Where the area is not conserved, the record must be long enough to sample the equilibrium fluctuations of the single bow, which carries most of the midpoint variance. The computed values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Temperature: 1173 K
Thermal energy kT: 0.1011 eV
Stiffness s (rough input): 0.30 eV/nm
Pin distance L: 200 nm
Length kT/s: 0.337 nm
Midpoint variance, formula: 16.847 nm^2
Midpoint variance, discretized line: 16.847 nm^2
Midpoint rms displacement: 4.104 nm
Midpoint spring constant 4s/L: 0.00600 eV/nm^2
Variance at y = L/4: 12.635 nm^2
Share of first sine mode: 81.06 %
Lattice spacing along step: 0.384 nm
Kink depth: 0.3326 nm
Rms slope over one lattice spacing, quadratic model: 0.936
Rms slope over 10 nm: 0.179
Kink-number variance per column: 1.170
Kink weight q: 0.2927
Kink energy matching s: 0.1242 eV
Stiffness from tilt free energy: 0.3000 eV/nm
Excess kurtosis of kinks: 3.855
Columns in long lattice step: 520
Lattice deviation, long step, explicit: -0.370 %
Lattice deviation, long step, leading term: -0.371 %
Short lattice step: 10 columns, 3.84 nm
Lattice deviation, short step, explicit: -17.77 %
Variance with conserved area: 4.212 nm^2
Rms displacement with conserved area: 2.052 nm
Step repulsion A (rough input): 0.050 eV nm
Harmonic length xi, neighbours at 30 nm: 636 nm
Harmonic variance, neighbours at 30 nm: 16.710 nm^2
Full variance, neighbours at 30 nm: 16.681 nm^2, change -0.98 %
Full variance, neighbours at 10 nm: 7.147 nm^2, change -57.58 %
No-crossing only, neighbours at 10 nm: 12.001 nm^2, change -28.76 %
Fixed kink energy, T = 1073 K: s = 0.3359 eV/nm, variance = 13.764 nm^2
Fixed kink energy, T = 1173 K: s = 0.3000 eV/nm, variance = 16.847 nm^2
Fixed kink energy, T = 1273 K: s = 0.2713 eV/nm, variance = 20.214 nm^2
\end{verbatim}
